# Ultraviolet Spectra of Symmetry-Forbidden Precursor Bands from Wigner-Sampled Geometries

## What symmetry already says

Take a precursor molecule with an inversion centre and an electronic transition between two states of even parity. The electric dipole operator is odd, so the transition dipole $\mu$ vanishes at the equilibrium geometry. Now displace the nuclei along an odd vibration with dimensionless coordinate $q$. Inversion turns $q$ into $-q$ and reverses the dipole, so $\mu(-q)=-\mu(q)$. The lowest term allowed is

$$\mu(q)=aq,\qquad |\mu(q)|^2=a^2q^2 .$$

The intensity is even in $q$ and does not average away. For a harmonic mode of quantum $\hbar\omega$ at temperature $T$, the dimensionless average $\langle q^2\rangle$ can depend only on $\hbar\omega/kT$. The integrated squared dipole must therefore be $a^2$ times a function of that ratio. A calculation at the equilibrium geometry gives zero; one that samples geometries can give the right value if it samples them with the right width.

## One mode by hand

Let the ground-state Hamiltonian be

$$H_g=\tfrac12\hbar\omega(p^2+q^2),\qquad [q,p]=i .$$

Its levels are $\hbar\omega(n+\tfrac12)$. In each level the two halves of the energy are equal on average, so $\langle q^2\rangle_n=n+\tfrac12$. With the thermal mean $\bar n=1/(e^{\hbar\omega/kT}-1)$,

$$s^2\equiv\langle q^2\rangle=\bar n+\tfrac12=\tfrac12\coth\frac{\hbar\omega}{2kT}.$$

Suppose first that the excited surface is the ground surface raised by a constant $E_v$. The operator $q$ changes $n$ by one, with $|\langle n+1|q|n\rangle|^2=(n+1)/2$ and $|\langle n-1|q|n\rangle|^2=n/2$. The true spectrum has two lines:

- at $E_v+\hbar\omega$, with strength $a^2(\bar n+1)/2$;
- at $E_v-\hbar\omega$, with strength $a^2\bar n/2$.

Their sum is $a^2(\bar n+\tfrac12)=a^2s^2$. Their mean energy lies above $E_v$ by

$$\hbar\omega\,\frac{(\bar n+1)-\bar n}{2\bar n+1}=\hbar\omega\tanh\frac{\hbar\omega}{2kT}.$$

Sampling does something different. Every geometry has the same vertical gap, so the sampled spectrum is one line at $E_v$, of strength $a^2s^2$. The total is right, but the position is not. For $\hbar\omega/kT=0.7$ the missing mean shift is $\tanh(0.35)=0.336$ quanta: a fraction $(1+0.336)/2=0.668$ of the strength belongs one quantum higher and 0.332 one quantum lower. As $T\to0$ only the upper line remains and the shift is a full quantum. At high temperature the two lines balance and the shift tends to zero.

This example shows that the method can give the integrated squared dipole but not individual vibronic lines. The profile of a band much broader than $\hbar\omega$ is a separate question, taken up below.

## The distribution to sample

The Wigner function of the thermal density operator $\rho$ is

$$W(q,p)=\frac1\pi\int dy\,\langle q-y|\rho|q+y\rangle e^{2ipy}.$$

To find it, apply the same transform to the unnormalized operator $\Omega=e^{-\tau H_g/\hbar\omega}$, with $\tau=\hbar\omega/kT$. Multiplying by $q$ from the left brings down $q-y$, and from the right $q+y$. Under the integral $y$ acts as $-\tfrac i2\partial_p$, so these factors become $q\pm\tfrac i2\partial_p$. For momentum, integration by parts over $y$ gives $p\mp\tfrac i2\partial_q$. Averaging left and right multiplication by a square cancels the cross terms:

$$\tfrac12(q^2\Omega+\Omega q^2)\to(q^2-\tfrac14\partial_p^2)\Omega,\qquad
\tfrac12(p^2\Omega+\Omega p^2)\to(p^2-\tfrac14\partial_q^2)\Omega.$$

Since $\Omega$ commutes with $H_g$, its equation $\partial_\tau\Omega=-H_g\Omega/\hbar\omega$ becomes

$$\partial_\tau\Omega=\left[-\tfrac12(q^2+p^2)+\tfrac18(\partial_q^2+\partial_p^2)\right]\Omega.$$

Try $\Omega=N(\tau)\exp[-r^2/2v(\tau)]$ with $r^2=q^2+p^2$. The second derivatives give $(r^2/v^2-2/v)\Omega$. Matching the terms in $r^2$,

$$\frac{v'}{2v^2}=-\frac12+\frac1{8v^2},\qquad v'=\tfrac14-v^2 .$$

At $\tau=0$ the operator is the identity and its transform is flat, so $v\to\infty$. The solution is $v=\tfrac12\coth(\tau/2)=s^2$. The remaining terms fix $N$, which normalization replaces:

$$W(q,p)=\frac1{2\pi s^2}\exp\left(-\frac{q^2+p^2}{2s^2}\right).$$

It is positive, so it can be sampled with ordinary Gaussian random numbers. Integrating over $p$ leaves the quantum position density, a Gaussian of variance $s^2$.

Classical Boltzmann sampling would use the variance $kT/\hbar\omega$, the high-temperature limit of $s^2$. It vanishes as $T\to0$, whereas the quantum variance tends to $\tfrac12$. Classical sampling therefore loses the zero-point part of a forbidden band.

## From the golden rule to an average over geometries

Let light of field amplitude $\mathcal E$ drive a molecule from level $i$ to level $f$. The golden rule gives the rate $(2\pi/\hbar)(\mathcal E^2/4)|\mu_z|^2\delta(E-E_f+E_i)$. The intensity is $\tfrac12c\varepsilon_0\mathcal E^2$. The cross-section is $E$ times the rate, divided by the intensity. Random orientation replaces $|\mu_z|^2$ by $|\mu|^2/3$:

$$\sigma(E)=\frac{\pi E}{3\varepsilon_0\hbar c}S(E),\qquad
S(E)=\sum_{if}p_i|\langle f|\mu|i\rangle|^2\delta(E-E_f+E_i).$$

Writing the delta function as a time integral gives

$$S(E)=\frac1{2\pi\hbar}\int dt\,e^{iEt/\hbar}\,\mathrm{Tr}\left[\rho\,e^{iH_gt/\hbar}\mu\,e^{-iH_et/\hbar}\mu\right].$$

In the leading Wigner order, products of operators are replaced by products of their phase-space functions. The neglected terms come from commutators, and they matter less when the correlation decays within a fraction of a vibrational period, as it does for a broad band. The two exponentials merge into $e^{-i(H_e-H_g)t/\hbar}$. Both Hamiltonians have the same kinetic energy, so only the vertical gap $\Delta V(q)$ survives:

$$S(E)\approx\left\langle|\mu(q)|^2\,\delta(E-\Delta V(q))\right\rangle .$$

Nothing inside the average depends on momentum, so momenta need not be drawn.

With the oscillator strength $f=2m_e\Delta E|\mu|^2/(3\hbar^2e^2)$, the prefactor becomes $\pi e^2\hbar/(2m_ec\varepsilon_0)$. Replacing the delta function by a normalized Gaussian $g$ of standard deviation $\delta$ gives the working formula for $N$ geometries and excited states $n$:

$$\sigma(E)=\frac{\pi e^2\hbar}{2m_ec\varepsilon_0}\,\frac1N\sum_{i=1}^N\sum_n f_n(q_i)\,g(E-\Delta E_n(q_i)).$$

## What is exact and what is missing

Integrating the golden-rule $S(E)$ gives $M_0=\mathrm{Tr}(\rho\mu^2)$. This involves positions alone, and the sampled position density is the quantum one. Within the Born–Oppenheimer picture, where $\mu$ is a function of positions alone, the integrated squared dipole is therefore exact for a harmonic ground state, apart from sampling noise.

The first moment is $M_1=\mathrm{Tr}[\rho(\mu H_e\mu-H_g\mu^2)]$. The potentials contribute $\langle\mu^2\Delta V\rangle$, which sampling reproduces. Because $\rho$ commutes with $H_g$, the term $H_g\mu^2$ may be symmetrized, and the kinetic energy $K=\tfrac12\hbar\omega p^2$ leaves

$$\mu K\mu-\tfrac12(K\mu^2+\mu^2K)=-\tfrac12[\mu,[\mu,K]].$$

Now $[\mu,p^2]=i(\mu'p+p\mu')$, and a second commutator with $\mu$ gives $-2\mu'^2$. Hence

$$M_1=\langle\mu^2\Delta V\rangle+\tfrac12\hbar\omega\langle(\mu')^2\rangle .$$

The last term is absent from the sampled spectrum. For $\mu=aq$, dividing it by $M_0=a^2s^2$ gives $\hbar\omega/2s^2=\hbar\omega\tanh(\hbar\omega/2kT)$, the shift found by hand. With several modes the missing terms add, so

$$\delta E=\frac{\sum_k\tfrac12\hbar\omega_k\langle|\partial\mu/\partial q_k|^2\rangle}{\langle|\mu|^2\rangle}.$$

Since $f$ carries a factor of energy, the integrated oscillator strength is low by the fraction $\delta E/M$, where $M$ is the true mean energy.

The same commutator describes an error in the asymmetry. For a constant dipole and a gap $E_v+V$, the third moment about $E_v$ is $\langle V^3\rangle+\langle V[H_g,V]\rangle$. The second term equals $\tfrac12\hbar\omega\langle(V')^2\rangle$, and sampling omits it. It is positive, while the mean and variance are unchanged, so the true band is skewed more towards high energy than the sampled one.

## Where the slope comes from

The dark state borrows its dipole from a bright one. Let the bright state lie $\Delta$ higher, have dipole $\mu_b$, and couple to the dark state through $\lambda q$. First-order perturbation theory mixes a bright amplitude $-\lambda q/\Delta$ into the dark state, so $|a|=\mu_b\lambda/\Delta$. An electronic-structure calculation at each displaced geometry includes this mixing automatically; no slope need be supplied.

It does so with the nuclei held fixed. When they move, the level reached by gaining a quantum mixes with a bright level only $\Delta-\hbar\omega$ away, and the one reached by losing a quantum with a bright level $\Delta+\hbar\omega$ away. The strength becomes

$$\mu_b^2\lambda^2\left[\frac{(\bar n+1)/2}{(\Delta-\hbar\omega)^2}+\frac{\bar n/2}{(\Delta+\hbar\omega)^2}\right]\approx a^2s^2\left(1+\frac{\hbar\omega}{\Delta s^2}\right).$$

To this order sampling therefore misses a fraction $2\,\delta E/\Delta$ of the borrowed strength. This is small only when the bright state is many vibrational quanta away. For the model below, with $\Delta=2$ eV, it is about 2.4% at 300 K.

## The general procedure

1. Optimize the ground state and find its normal modes. Remove translations and rotations.
2. For each mode draw $q_k$ from a Gaussian of variance $\tfrac12\coth(\hbar\omega_k/2kT)$. The mass-weighted displacement is $q_k\sqrt{\hbar/\omega_k}$ along the normalized mode vector; divide each atomic component by the square root of that atom's mass.
3. At each geometry compute all excited states in the energy window, with their gaps and oscillator strengths.
4. Add the broadened transitions and divide by $N$.
5. Estimate the sampling error and $\delta E$.

For promoting modes in triplets of equal slope $a$, the strength is $D=a^2\sum q^2$. For a Gaussian variable the variance of $q^2$ is $2s^4$. Each triplet therefore contributes $3a^2s^2$ to the mean and $6a^4s^4$ to the variance, and the relative standard error is

$$\epsilon=\frac{\sqrt{6\sum_ks_k^4}}{3\sum_ks_k^2}\,\frac1{\sqrt N}.$$

## A rhenium precursor model

Rhenium hexafluoride vapour, a precursor for rhenium deposition, has one $5d$ electron. Its $t_{2g}\to e_g$ transition conserves parity, so it is a natural test of the method, although the model treats its degenerate ground level as a single harmonic surface. The model has a vertical gap of 4.0 eV (310 nm), an $a_{1g}$ stretch at 755 cm$^{-1}$, an $e_g$ stretch at 670 cm$^{-1}$, and promoting triplets at 715 and 260 cm$^{-1}$ (both $t_{1u}$) and 150 cm$^{-1}$ ($t_{2u}$). Each promoting coordinate has $a=0.05$ D. These are rough model inputs.

The excited electron occupies a degenerate pair of orbitals, so the $e_g$ stretches split the state. Let each ligand raise the orbital energies in proportion to $vv^T$, where $v$ holds its overlaps with $(z^2,x^2-y^2)$: $(1,0)$ for ligands on $z$, and $(-\tfrac12,\pm\tfrac{\sqrt3}2)$ for those on $x$ and $y$. Let this energy vary linearly with bond length.

The normalized $a_{1g}$ pattern, $1/\sqrt6$ on every bond, gives $3/\sqrt6$ times the identity. The $e_g$ pattern $(2,2,-1,-1,-1,-1)/\sqrt{12}$ gives $\tfrac{\sqrt3}2\,\mathrm{diag}(1,-1)$; its partner gives an off-diagonal matrix of the same size. The ratio of the slopes is $1/\sqrt2$. Both modes move only fluorine, so conversion to dimensionless coordinates adds $\sqrt{\omega_a/\omega_e}$:

$$\kappa_e=\kappa_a\sqrt{\omega_a/2\omega_e},\qquad
\Delta E_\pm=E_v+\kappa_aq_a\pm\kappa_e\sqrt{q_\theta^2+q_\epsilon^2}.$$

A Huang–Rhys factor of 4 means a relaxation energy $\kappa_a^2/2\hbar\omega_a=4\hbar\omega_a$. Thus $\kappa_a=0.0936\sqrt8=0.265$ eV and $\kappa_e=0.199$ eV.

After averaging over initial components, polarizations and isotropic promoting displacements, the strength matrix in the $e_g$ pair has octahedral symmetry. The pair is irreducible, so the matrix is proportional to the identity and each branch carries $D/2$. Symmetry also allows a cross term between the two $t_{1u}$ triplets; it averages to zero because they are independent and the model gap does not depend on them. The model omits this term; in a full calculation it would leave the mean unchanged but add to the sampling error: if both triplets feed the same dipole with equal slopes, the 5.1% found below for 100 geometries becomes 5.8%, and about 830 geometries are needed for 2%.

At 300 K the promoting variances are 0.534, 0.903 and 1.450, with sum 2.886. Hence

$$\langle D\rangle=3(0.05)^2(2.886)=0.0216\ \mathrm{D^2}.$$

Their quanta sum to 0.1395 eV, so $\delta E=0.1395/(2\times2.886)=0.024$ eV. The sampling formula gives an error of 5.1% for 100 geometries; 641 are needed for 2%.

The sampled spectrum below uses 20,000 geometries and $\delta=0.05$ eV. The reference is the quantum spectrum of the same model. Its vibrational Hamiltonians, including the coupled $e_g$ problem, were diagonalized in number bases. The correlation functions of independent modes were multiplied, given the same broadening and Fourier transformed. Cross-sections at 300 K are in $10^{-20}$ cm$^2$:

| $E$ (eV) | Sampled | Quantum |
|---|---|---|
| 3.40 | 0.45 | 0.27 |
| 3.70 | 2.85 | 2.94 |
| 4.00 | 4.71 | 4.68 |
| 4.30 | 3.31 | 3.24 |
| 4.60 | 0.68 | 0.87 |

Both oscillator strengths are $3.3\times10^{-4}$. The mean energies weighted by squared dipole are 4.003 eV sampled and 4.024 eV quantum. Half the integrated absolute difference between the profiles is 3.2% of the quantum area. The wings are worse: in this sample the 3.40 eV value exceeds the quantum one by about 70%, and the 4.60 eV value falls short by about 22%. Each sampled wing value carries a statistical standard error of about 3%. In the limit of many geometries the two differences become about 79% and 27%, so more sampling does not remove them. In the squared-dipole spectrum, restoring the missing shift alone cuts these differences to about 44% and 11%. Restoring the missing third moment as well leaves about 30% and 4%, so the two terms explain most of the high-energy wing but only part of the low-energy one. A wing value from this method deserves less trust than the area.

With all parameters fixed, heating to 500 K multiplies the squared dipole by 1.52, chiefly through the soft modes. Cooling to 0 K leaves 52% of the 300 K value. Classical sampling would give 86% of the Wigner strength at 300 K and 94% at 500 K.

At 4.0 eV and 300 K the sampled cross-section corresponds to a decadic molar absorptivity of 12 L mol$^{-1}$ cm$^{-1}$. A pressure of 1 Torr means $3.22\times10^{16}$ molecules per cm$^3$. Over 10 cm the optical depth is $3.22\times10^{16}\times4.71\times10^{-20}\times10=0.015$, so 1.5% of the light is absorbed.

## Limits of the model, and the real vapour

The broadening is a numerical choice. It raises the standard deviation of the 300 K sampled band from 0.282 to 0.287 eV, a small cost. Its shape matters more. Put a bright state at 6.0 eV with a 2 D dipole, hence $f_b=0.091$. If it is given a Lorentzian of half-width $\gamma=0.05$ eV, its tail at 4 eV is $f_b\gamma/[\pi(2^2+\gamma^2)]$ per unit energy, which is 84% of the weak band's own height. A Gaussian as wide as the weak band leaves about $10^{-8}$ of that height. For a forbidden band near a strong one, Lorentzian broadening can therefore create an apparent intensity that no promoting mode supplied.

The same bright state requires $\lambda=0.05\times2/2=0.05$ eV. Diagonalizing the two-state problem, with all promoting displacement assigned to one bright partner, lowers the mean squared dipole by about 2% at 300 K and 3% at 500 K relative to the linear law.

For the real vapour, the mode energies, gap and 6 eV bright state are rough values of the expected size, while the dipole slope is an assumption. It is the weakest input: doubling it quadruples the absorption. An absorptivity near 10 L mol$^{-1}$ cm$^{-1}$ is of ordinary size for a parity-forbidden $d$–$d$ band. Real excited states do not keep the ground-state promoting frequencies. Making these 10% lower moves the sampled mean energy by $-0.035$ eV at 300 K, more than the missing $+0.024$ eV. With a rough spin–orbit constant of 0.4 eV, diagonalizing the ten $d$ spin-orbitals splits the ground level by 0.66 eV and mixes 1.3% of $t_{2g}$ into the upper quartet. The upper part of the split ground level has a population near $10^{-7}$ at 500 K. The included excited-state Jahn–Teller energy, $\kappa_e^2/2\hbar\omega_e$, is 0.24 eV. The model gives the ligands no $\pi$ slope. A $\pi$ slope of a quarter of the $\sigma$ slope, with the $\sigma$ slope unchanged, gives a ground-state Jahn–Teller energy along the $e_g$ stretches below 0.01 eV, but it also lowers the Huang–Rhys factor to about 1.7. Keeping that factor at 4 raises the ground-state value to about 0.018 eV and the excited-state one to about 0.55 eV. The ground quartet is also Jahn–Teller active along the $t_{2g}$ bend, which the model omits; an angular-overlap estimate with $e_\sigma=2$ eV, $e_\pi=0.5$ eV, a 295 cm$^{-1}$ bend and a 1.83 Å bond gives about 0.02 eV, half a bend quantum. The single harmonic ground surface is therefore only approximate for this molecule. Anharmonicity, mode mixing and decomposition are not estimated. They need separate treatment before the 500 K result is used for a hot reactor.
